Rare charge exchange raises ion current and weakens a dust grain's charge

**A case that can be seen through**

A negative grain of radius a attracts positive ions. Let the surrounding gas be so cold that its atoms are at rest, and let resonant charge exchange occur inside a sphere of radius R around the grain but not outside it. In an exchange a moving ion takes an electron from an atom of the same species. The old ion flies off as a neutral, and a new ion appears at the same place, here at rest.

The argument for hindrance is that a collision stops an ion on its way to the grain. So it does. But the new ion starts from rest in an attractive central field, so it has no angular momentum and falls straight to the grain. If it exchanges charge again on the way, its successor also starts from rest and also falls in. An ion that was going to hit is therefore replaced by one that hits. The collision costs time, not current: in a steady state a longer journey means more ions under way, with the same number arriving per second.

Now take an ion that was going to miss. If it exchanges charge inside the sphere, its successor hits. At fixed grain potential and fixed supply of ions from outside, collisions here can raise the ion current but cannot lower it.

When exchanges are rare and R is much larger than a, most of them are of this second kind. Let U(r) be the ion's potential energy, T the ion temperature in energy units, and

Φ(r) = |U(r)|/T.

Energies are in units of T and speeds in units of v_T = √(T/m), with m the ion mass. An ion of total energy E has speed v = √(2(E+Φ)) and angular momentum per unit mass L = r v sin θ, where θ is the angle between its path and the radial line. At grazing contact L² = 2a²(E+Φa), with Φa = Φ(a). If no barrier farther out intervenes, an inward-moving ion at r hits if

sin²θ < sin²θc = a²(E+Φa) / [r²(E+Φ(r))].

The numbers of the argon example below are a = 0.0266 and Φa = 208.8, with lengths in units of the screening length λ. For the screened potential used there, Φ(1) = 208.8 × 0.0266 × exp(0.0266 − 1) = 2.10. For E = 1 at r = 1,

sin²θc = 0.000708 × 209.8 / 3.10 = 0.048, so cos θc = 0.976.

This cone fills the fraction f = (1 − 0.976)/2 = 0.012 of all directions. The opposite, outgoing cone is empty, because its ions would have had to come from the absorbing grain. Of the first exchanges suffered at this place by ions of this energy, about 1.2 % thus befall an ion that was going to hit. The others befall ions that would have missed.

**The counter-example with a warm gas**

In a real gas the new ion has thermal velocity and may escape. Consider a grain of radius 1 μm in argon at 20 mTorr and 300 K, with electron temperature Te = 3 eV, plasma density 10⁹ cm⁻³ and a round exchange cross-section of 10⁻¹⁴ cm². This is an effective value. It is about twice the pure exchange cross-section of Ar⁺ in Ar, but the collision rate it gives corresponds to a reduced ion mobility of 1.6 cm²/Vs, close to the measured value of about 1.5. The mean free path is about 1550 μm and the screening length 37.6 μm, so exchanges near the grain are rare.

The potential is prescribed as a screened Coulomb well,

Φ(r) = Φa (a/r) exp[−(r−a)/λ].

Exchange has a constant frequency ν, new ions are Maxwellian at T, and the plasma has no drift. From here on λ = 1, v_T = 1 and the distant ion density is 1. Currents count particles and are in units of n v_T λ². In these units ν = 0.0547.

Let φ be the grain potential and z = e|φ|/Te. Of the electrons, those able to climb the potential arrive. Their flux density at the surface is that of a Maxwellian reduced by e^{−z}, so

I_e = 4πa² (v_Te/√(2π)) e^{−z} = √(8π) a² v_Te e^{−z},

where v_Te is the electron thermal speed in units of v_T. The collisionless ion current is, as derived below,

I0 = √(8π) a² (1+Φa), Φa = z Te/T = 116.0 z.

The balance I_e = I0 gives z = 2.36, that is φ = −7.08 V. By Gauss's law the charge is

Q = −4πε0 a (1 + a/λ) |φ|,

since the slope of the screened potential at the surface is |φ|(1/a + 1/λ). This gives −5050 e.

With rare exchanges the ion current becomes I0 + νS, where S is derived below. The new balance lies at z = 1.80, where S = 17.55 (a finer radial grid gives 17.50) and I0 = 0.742:

I = 0.742 + 0.0547 × 17.55 = 0.742 + 0.960 = 1.70.

At this fixed potential exchange multiplies the ion current by 2.29. The electron side gives the same factor. Going from z = 2.36 to 1.80 raises the electron current by e^{0.56} = 1.75. It lowers the collisionless ion current from a value proportional to 1 + 116.0 × 2.36 = 274.8 to one proportional to 209.8. The ion current must therefore be 1.75 × 274.8/209.8 = 2.29 times its collisionless value.

The potential is now −5.40 V and the charge −3850 e. Its magnitude has fallen by 24 %, at fixed density, temperatures and screening length.

**The general statement**

Let an absorbing sphere sit in a prescribed attractive central well, in a plasma at rest. The well must fall off fast enough for the integral S below to converge; the screened well used here does, an unscreened Coulomb well does not. Let exchange have constant frequency ν and produce ions with the Maxwellian distribution of the distant ions. Then, to first order in ν and at fixed potential,

I = I0 + νS, S = ∫ 4πr² [n0(r) P(r) − n_in(r)] dr.

The integral runs outward from r = a. Here n0 is the density of free ions around the grain without collisions, n_in the density of those already bound to hit, and P(r) the probability that an ion born at r is finally absorbed. If S > 0 at the new balance, the grain is less negative than without exchange.

**Proof: the collisionless ions**

Energy and angular momentum fix an orbit. From E = v_r²/2 + L²/(2r²) − Φ it follows that

v_r² = [G(r) − L²]/r², G(r) = 2r²(E+Φ(r)).

Motion is possible where L² < G. An ion from afar reaches the grain if L² < C(E), where C(E) is the smallest value of G for r ≥ a.

To count ions, start from the Maxwellian (2π)^{−3/2} e^{−E} and the volume element 4πr² dr · 2πv_t dv_t dv_r, with v_t = L/r the transverse speed. At fixed r, v_t dv_t = d(L²)/(2r²). At fixed r and L, dE = v_r dv_r. The two signs of v_r give a factor 2, so

dN = [8π²/(2π)^{3/2}] e^{−E} dE d(L²) dr/|v_r| = √(8π) e^{−E} dE d(L²) dr/|v_r|.

Inward-moving ions are half of these. Their number crossing a sphere per unit time is dN/2 times |v_r|/dr, hence

I0 = √(2π) ∫ e^{−E} C(E) dE, E from 0 to ∞.

If G is smallest at the surface, C = 2a²(E+Φa). With ∫ e^{−E}(E+Φa) dE = 1+Φa this gives √(8π) a²(1+Φa), the orbital-motion-limited current. In the example, outer barriers in G lower it by about 0.1 %.

For the densities, use 1/|v_r| = r/√(G−L²) and

∫ r d(L²)/√(G−L²) = 2r [√G − √(G−M)], L² from 0 to M.

With M = C and one sign of v_r,

4πr² n_in = √(8π) r ∫ e^{−E} [√G − √(G−C)] dE.

An ion from afar can be at r if L² is below M(E,r), the smallest value of G from r outward. Counting both signs of v_r and removing the empty outgoing cone, whose density equals n_in,

4πr² n0 = √(8π) 2r ∫ e^{−E} [√G − √(G−M)] dE − 4πr² n_in.

**Proof: the fate of a new ion**

Let an ion be born at r with kinetic energy K and direction cosine μ relative to the radial line. Then E = K − Φ(r) and L² = 2Kr²(1−μ²). Let A be the smallest value of G between a and r, and B the smallest from r outward, set to zero if negative. The way in is open if L² < A, and the way out if L² < B. Since |μ| is uniform between 0 and 1, the probability that L² < x is

F(x) = 1 − √[1 − x/(2Kr²)].

If both ways are open, half the ions start inward and hit while the other half leave. If the way in alone is open, every ion hits, because those starting outward turn back. If neither is open, the ion is trapped on an orbit that misses the grain. Averaging over the Maxwellian distribution of K gives the direct-hit probability h and the trapping probability t:

h = ⟨F(A) − ½F(min(A,B))⟩, t = ⟨1 − F(max(A,B))⟩.

A trapped ion stays until its next exchange. For small ν this wait covers many radial periods, so the chance of finding the ion at radius s is proportional to the time spent there, ds/|v_r(s)|. The next ion is born at that place, and the question of its fate starts again. Therefore

P(r) = h(r) + ⟨ ∫ P(s) ds/|v_r(s)| ÷ ∫ ds/|v_r(s)| ⟩,

where the average counts trapped births, each with its weight, and the integrals run over the trapped orbit. This linear equation determines P. Its solution does not contain ν.

Free ions in the shell dr undergo exchange at the rate ν n0 4πr² dr. Each exchange adds the expectation P of a later absorption. Those among the n_in ions also cancel an absorption that would have occurred. Adding the shells gives S. A further exchange of a free ion contributes only beyond first order in ν. Those of trapped ions do not carry an extra power of ν, because a trapped ion waits as long as it must, and they are contained in P.

The same reasoning gives the number of trapped ions. Let M_t(r) be the mean number of trapped stays following a birth at r. The rate of such stays is ν∫4πr² n0 M_t dr and each lasts 1/ν on average, so their product is independent of ν. Rarer exchange fills the trap more slowly and empties it more slowly.

For the charge, note that I_e falls with z while I0 rises. Hence I_e − I0 decreases with z and vanishes at the collisionless balance. At the new balance it equals νS. If S > 0 there, the new z must be smaller. This completes the proof.

**What decides the sign**

Write n0 = n_in + n_miss. The integrand of S becomes

4πr² [n_miss P − n_in (1−P)].

The first term is made of misses turned into hits, the second of hits turned into misses. With cold gas P = 1 and the second term vanishes, as in the opening case. Far from the grain the two terms nearly cancel and should be kept together.

The opposite limit is an uncharged grain, Φ = 0. There are no trapped orbits, and P = h, the fraction of directions that meet the grain:

h = ½[1 − √(1 − a²/r²)].

Then n_in = h and n0 = 1 − h, so the bracket in S is (1−h)h − h = −h². With x = r/a,

S = −4π ∫ r²h² dr = −πa³ ∫ [x − √(x²−1)]² dx, x from 1 to ∞.

Put x = cosh u. The bracket is e^{−u} and dx = sinh u du, so the integral is ½∫(e^{−u} − e^{−3u}) du = ½(1 − 1/3) = 1/3. Thus S = −πa³/3, and since I0 = √(8π)a²,

I/I0 = 1 − (π/3)νa/√(8π) = 1 − 0.21 νa.

Without a well, rare collisions do hinder collection, though weakly when the mean free path is much longer than a. The sign of S therefore depends on the well. It is negative at Φa = 0 and positive at Φa = 209; the depth at which it changes is not determined here.

In the argon example the well has depth T at R0 = 1.40, or 53 μm, far outside the 1 μm grain. The probability P is 0.88 at r = 0.7, 0.55 at r = 1, 0.18 at r = 1.5 and 0.06 at r = 2. An exchange deep in the well removes the kinetic energy gained in the fall and leaves an ion that is probably bound.

Inside R0, stopping every inbound ion that suffers an exchange, and giving nothing back, would cost 2.4 to 2.5 % of I0. The net gain from the same region is 67 to 69 % of νS, which is 0.86 to 0.89 of I0; both ranges reflect the radial grid. The cost is an upper limit on the hindrance there, since many of the new ions do hit. Even so, it is about 35 times smaller than the net gain.

The volume 4πR0³/3 gives the size of S: the computed S is 1.5 times as large. This is an estimate, since both the ion density and P vary through the well. It shows why the effect can be large here although the mean free path is about 41 screening lengths. For a still longer mean free path the gain νS at fixed potential shrinks in proportion to ν. Exchange acts throughout a volume set by the reach of the well, while I0 is proportional to a² times the well depth.

**A test by following trajectories**

The formula was compared with ions sent in from a sphere of radius 5λ and followed by Newton's equations, with random exchanges at the same constant ν. That calculation does not use the functions n0 and P. Without exchange it gave a current of 0.741, against 0.742 from the orbit formula. With exchange it gave 1.62 ± 0.04, the uncertainty being the counting error, against 1.70. The gain over I0 is 0.91 of the first-order value. The shortfall is about two counting errors, so it may contain both chance and terms of order ν². If the gain of 0.91 is taken at face value, the balance moves to z = 1.83 and the charge to about −3920 e, a fall of 22 % instead of 24 %. Of the absorbed ions, 63 % had been born in an exchange inside the 5λ sphere. This share grows with the radius of the launch sphere and is not a property of the grain.

**When collisions are frequent**

The rise cannot continue without limit. When the mean free path is short compared with the well, ions diffuse and drift. With diffusion coefficient D = 1/ν in the present units, the inward current is

I = 4πr² D (dn/dr − n dΦ/dr) = 4πr² D e^{Φ} d(n e^{−Φ})/dr.

The second form follows by differentiating the product. Divide by 4πr² D e^{Φ} and integrate from the grain, where n = 0, to infinity, where n = 1 and Φ = 0:

I = 4π / [ν ∫ e^{−Φ} r^{−2} dr].

The current now falls as 1/ν. For a supply sphere of finite radius R the integral stops at R and the numerator gains a factor e^{−Φ(R)}. At ν = 20 and R = 4 this gives 1.47, and the trajectories gave 1.44 ± 0.06.

For an infinite plasma, at the same potential, the drift current falls to I0 at ν ≈ 25. That corresponds to roughly 9 Torr in the example. Whether the grain ends up more or less negative than without collisions is decided at the collisionless balance, z = 2.36. There the same formulas put the crossing at ν ≈ 22, or about 8 Torr. These two pressures hold only for the prescribed well, which is not self-consistent here. In the drift solution the ion density at r = 1 is about 0.3, whereas the screened well needs an excess of ions, a density of 3 to 4. The drained ions hardly screen the grain, and the well is close to the Coulomb form Φ = aΦa/r. Then the integral is 1/(aΦa), the current is I = 4πaΦa/ν, and it equals I0 at ν ≈ √(2π)/a ≈ 94, almost independently of z. Solving the drift equation together with Poisson's equation gives ν ≈ 92. The crossing therefore lies near 30 to 35 Torr in the example. Only above this estimated pressure do collisions lower the ion current at the collisionless potential and make the grain more negative than in the collisionless case. The idea of hindrance belongs to that regime, or to a grain with little attraction.

**The model and real discharges**

The parameters are rough values for the quiet part of a low-pressure argon processing discharge, away from a magnetron's magnetic trap. Several assumptions matter for the number.

A fixed cross-section makes fast ions exchange more often than the constant ν allows. Letting the rate follow the ion speed multiplied the gain at fixed potential by roughly 1.6 to 1.7 and changed the charge from −3850 e to between about −3400 e and −3500 e. The screening length is also uncertain, because trapped ions take part in the screening. Multiplying it by 0.7 or by 1.5 gave −4270 e or −3400 e. All these magnitudes lie below the collisionless 5050 e.

The model holds about 2460 trapped ions and an excess of 1670 free ions within 5λ. Their sum, 4130, is within about 7 % of the grain's charge number, as a screening cloud requires. This supports the total charge of the assumed cloud, but does not establish its radial shape.

Real devices break the assumption of a plasma at rest most clearly in the sheath, where the electric field can levitate grains. In the example a field of 0.38 V/cm already gives ions a drift equal to v_T. The numbers here do not apply to stronger fields, and the shift in charge there has not been calculated. A grain of this size and charge, with a density of 1 g/cm³, already needs about 0.7 V/cm to carry its weight. The example therefore describes a grain in a nearly field-free region, not one levitated by the field alone. In a magnetic field of 200 G the electron gyroradius is about 206 μm, much larger than the grain, which supports the use of the unmagnetised electron current. At about 2.6×10⁴ grains per cm³ the grains would hold charge equal to 10 % of the electron density, and the treatment of a single grain would need correction.

The remaining computed values are in the numerical output.

Computed values

```
grain radius 1.0 um; gas 300 K; Te 3.0 eV
argon pressure 20 mTorr; density 1.0e+09 cm^-3
exchange cross-section 1.0e-14 cm^2
ion temperature 0.02585 eV; Te/Ti 116.0
ion thermal speed sqrt(T/m) 249.9 m/s
screening length 37.64 um; a/length 0.0266
exchange mean free path 1/(n sigma) 1553 um
exchange frequency 3.630e+05 1/s; scaled nu 0.0547
z, simple orbital-motion-limited balance 2.359
z, no collisions, full orbits 2.360
z, with charge exchange 1.800
surface potential without exchange -7.08 V
surface potential with exchange -5.40 V
charge without exchange -5047 e
charge with exchange -3849 e
charge magnitude reduction 23.7 %
Currents below: z with exchange, unit n*v_ion*length^2
well depth at surface / T_ion 208.8
I0 full orbits 0.7419; orbital-motion-limited 0.7427
I0 from trajectories 0.7411
coefficient S 17.55 (unit length^3 * n)
I with exchange: theory 1.7014
I with exchange: trajectories 1.6179 +- 0.0393
current ratio I/I0: theory 2.293, trajectories 2.181
gain, trajectories/theory 0.913
share of absorbed ions born by exchange 63.0 %
electron current 1.7014
ion current with exchange 96.483 pA
radius R0 where well depth = T_ion 52.8 um
R0/length 1.402; S/(4 pi R0^3/3) 1.520
share of S from r < R0 69.1 %
hindrance alone inside R0 -2.55 % of I0
absorption probability, birth at 0.3 length: 1.000
absorption probability, birth at 0.7 length: 0.876
absorption probability, birth at 1.0 length: 0.547
absorption probability, birth at 1.5 length: 0.179
absorption probability, birth at 2.0 length: 0.060
absorption probability, birth at 3.0 length: 0.013
scaled nu 20, sphere 4 length: drift I 1.473
same case, trajectories 1.437 +- 0.059
drift current equals I0 at scaled nu 25.5
corresponding pressure, estimate 9.3 Torr
Neglected effects
speed-dependent rate: gain factor 1.690
speed-dependent rate: charge -3441 e
screening length x0.7: charge -4266 e
screening length x1.5: charge -3399 e
trapped ions around grain 2455
free-ion excess within 5 length 1671
field for drift = thermal speed 0.376 V/cm
electron gyroradius at 200 G 206 um
grain density binding 10 % of electrons 2.60e+04 cm^-3
```
